# The s Fraction of a Dangling Hybrid at an Interface Silicon Atom

## Definitions and conventions

A silicon atom at a semiconductor–oxide interface is bonded to three silicon neighbours below it and has no fourth partner. The three bonds are its backbonds. They are equivalent under rotation by 120° about an axis, and the angle between any two of them is $A$. The orbital left over on the open side is the dangling hybrid.

The valence space of the atom consists of one orbital $s$ and three orbitals $p_x,p_y,p_z$, all real and normalized. The $z$ axis is the threefold axis and points away from the neighbours. A p orbital directed along a unit vector $\mathbf n$ is

$$p_{\mathbf n}=n_xp_x+n_yp_y+n_zp_z .$$

A hybrid is a normalized real combination of $s$ and one such $p_{\mathbf n}$. Its s fraction is the square of its $s$ coefficient. Let $b$ be the s fraction of each bond hybrid and $f$ that of the dangling hybrid. Both are pure numbers. Angles are in degrees and lengths in nanometres, which suit this problem better than atomic units.

Two assumptions define the model:

1. The three bond hybrids and the dangling hybrid are orthonormal and lie in the four-dimensional valence space of the atom.
2. Each bond hybrid points along its bond.

The result to be shown is

$$f=\frac{1+2\cos A}{1-\cos A},\qquad 90^\circ\le A\le120^\circ. \tag{1}$$

Two overlaps are needed. The angular part of $s$ is $1/\sqrt{4\pi}$, and that of $p_{\mathbf n}$ is $\sqrt{3/4\pi}\;\mathbf n\cdot\hat{\mathbf r}$. The product of $s$ and $p_{\mathbf n}$ is odd under $\hat{\mathbf r}\to-\hat{\mathbf r}$, so $\langle s|p_{\mathbf n}\rangle=0$. For two p orbitals, the integral of $\hat r_i\hat r_j$ over the sphere is $(4\pi/3)\delta_{ij}$, hence

$$\langle p_{\mathbf n}|p_{\mathbf m}\rangle=\frac{3}{4\pi}\,\frac{4\pi}{3}\,\mathbf n\cdot\mathbf m=\mathbf n\cdot\mathbf m. \tag{2}$$

## First derivation: overlaps between bond hybrids

Let $\mathbf n_1,\mathbf n_2,\mathbf n_3$ be unit vectors along the backbonds. Because the bonds are equivalent, their hybrids share one value of $b$:

$$h_i=\sqrt b\,s+\sqrt{1-b}\;p_{\mathbf n_i}.$$

Both square roots are taken as positive, so that $s$ and the positive p lobe reinforce each other on the side of the neighbour. For $i\neq j$, equation (2) gives $\langle p_{\mathbf n_i}|p_{\mathbf n_j}\rangle=\cos A$. The cross terms between $s$ and p vanish, and orthogonality reads

$$0=\langle h_i|h_j\rangle=b+(1-b)\cos A .$$

Collecting the terms in $b$ gives $b(1-\cos A)=-\cos A$, so

$$b=\frac{-\cos A}{1-\cos A}. \tag{3}$$

The s parts of two bond hybrids overlap positively, and the p parts must cancel this. They can do so when $\cos A\le0$. For $A<90^\circ$ both terms in the overlap are non-negative and cannot vanish together, so no real hybrids of this kind exist. This is the lower limit in (1).

Now write the coefficients of the four hybrids as the rows of a $4\times4$ matrix $C$. Orthonormal rows mean $CC^{T}=1$. For a square matrix this implies $C^{T}C=1$, so the columns are orthonormal too. The $s$ column contains $\sqrt b$ three times and the $s$ coefficient of the dangling hybrid once. Its unit length gives

$$3b+f=1. \tag{4}$$

The single s orbital is thus shared out completely among the four hybrids. Inserting (3),

$$f=1+\frac{3\cos A}{1-\cos A}=\frac{1-\cos A+3\cos A}{1-\cos A}=\frac{1+2\cos A}{1-\cos A},$$

which is (1).

The upper limit comes from geometry. The squared length of the sum of the bond vectors cannot be negative:

$$|\mathbf n_1+\mathbf n_2+\mathbf n_3|^2=3+6\cos A\ge0 .$$

Hence $\cos A\ge-1/2$ and $A\le120^\circ$. The numerator of (1) is one third of this squared length, so the s fraction vanishes when the three bond vectors cancel, that is, when the atom is planar.

### Limiting cases

For tetrahedral bonds $\cos A=-1/3$, or $A=109.471^\circ$. Then

$$f=\frac{1-2/3}{1+1/3}=\frac{1/3}{4/3}=\frac14,\qquad b=\frac{1/3}{4/3}=\frac14 .$$

All four hybrids are alike, as they must be for sp³ hybridization.

At $A=120^\circ$, $f=0$ and $b=1/3$: the bonds use sp² hybrids, and the dangling orbital is a pure p orbital normal to the plane. At $A=90^\circ$, $b=0$ and $f=1$: the bonds use three perpendicular p orbitals, and the s orbital is left over.

Between these limits, differentiation of (1), with $A$ in radians for this step, gives

$$\frac{df}{dA}=\frac{-2\sin A\,(1-\cos A)-(1+2\cos A)\sin A}{(1-\cos A)^2}
=-\frac{3\sin A}{(1-\cos A)^2}. \tag{5}$$

The slope is negative throughout the allowed range. Within the model, flattening the atom lowers the s fraction of its dangling hybrid.

## Second derivation: sharing out the p orbitals

The same result follows without evaluating any overlap between two bond hybrids. Place the atom at height $h$ above the plane of its three neighbours, and let each neighbour lie at distance $R$ from the axis. The bond vectors are proportional to

$$(R\cos\varphi_i,\;R\sin\varphi_i,\;-h),\qquad \varphi_i=0^\circ,120^\circ,240^\circ .$$

A bond hybrid that follows its bond therefore has the form

$$h_i=\sqrt b\,s+q\,(\cos\varphi_i\,p_x+\sin\varphi_i\,p_y)-g\,p_z,\qquad \frac gq=\frac hR . \tag{6}$$

The form of the dangling hybrid $d$ follows from symmetry. A rotation by 120° permutes the three bond hybrids. It therefore maps the one direction orthogonal to all of them onto itself, and $d$ becomes $\pm d$. Three such rotations make a full turn and restore $d$, so the sign cubed is $+1$ and the sign itself is $+1$. An in-plane vector that is unchanged by a 120° rotation is zero. Thus $d$ contains no $p_x$ or $p_y$:

$$d=\sqrt f\,s+\sqrt{1-f}\;p_z .$$

The relative sign is fixed by orthogonality to $h_i$, which requires $\sqrt{fb}-g\sqrt{1-f}=0$. With $g\ge0$ this can be met, so the positive lobe points along $+z$, away from the backbonds.

The $p_x$ column of $C$ must have unit length, and $d$ contributes nothing to it:

$$1=q^2\sum_i\cos^2\varphi_i=q^2\left(1+\tfrac14+\tfrac14\right)=\tfrac32q^2,\qquad q^2=\tfrac23 .$$

Each bond hybrid carries two thirds of an in-plane p orbital, whatever the height of the atom. The $p_z$ column must also have unit length:

$$3g^2+(1-f)=1,\qquad\text{so}\qquad f=3g^2 .$$

With $g^2=q^2h^2/R^2=2h^2/(3R^2)$ this becomes

$$f=\frac{2h^2}{R^2}. \tag{7}$$

The dangling hybrid gains s character to the extent that the bonds take up $p_z$.

To return to the angle, divide the scalar product of two bond vectors, $R^2\cos120^\circ+h^2$, by the squared bond length:

$$\cos A=\frac{h^2-R^2/2}{h^2+R^2}. \tag{8}$$

It follows that

$$1+2\cos A=\frac{3h^2}{h^2+R^2},\qquad 1-\cos A=\frac{3R^2/2}{h^2+R^2}.$$

Their quotient is $2h^2/R^2$, so (7) and (1) are the same statement. For a tetrahedral atom the sum of the bond vectors has length $\sqrt{3-2}=1$, and each vector contributes $1/3$ along the axis. The height is then one third of the bond length, so $R^2=9h^2-h^2=8h^2$ and $f=1/4$ again. The right-angle limit $f=1$ is reached at $h=R/\sqrt2$; a greater height would demand $f>1$.

## What each derivation assumes

Both derivations need four orthonormal hybrids in a space of one s and three p orbitals, and both need the bond hybrids to follow the bonds. They use these assumptions differently. The first uses the pair overlaps and the $s$ column of $C$. The second uses the $p_x$ and $p_z$ columns, and it needs the threefold symmetry to remove $p_x$ from the dangling hybrid.

The first route therefore survives when the three angles differ, provided that each exceeds 90°. Let $A_{ij}$ be the angle between bonds $i$ and $j$, write $c_{ij}=\cos A_{ij}$, and let $h_i$ be proportional to $s+\lambda_ip_{\mathbf n_i}$. Orthogonality gives $1+\lambda_i\lambda_jc_{ij}=0$, or $\lambda_i\lambda_j=-1/c_{ij}$. Combining the three products,

$$\lambda_1^2=\frac{(\lambda_1\lambda_2)(\lambda_1\lambda_3)}{\lambda_2\lambda_3}=-\frac{c_{23}}{c_{12}c_{13}},$$

and cyclically for the others. The s fraction of $h_i$ is $1/(1+\lambda_i^2)$, so the $s$ column gives

$$f=1-\sum_{i=1}^3\frac1{1+\lambda_i^2}. \tag{9}$$

With equal angles $\lambda_i^2=-1/\cos A$, and (9) reduces to (1).

The second route gives up this generality but yields the height law (7), which is convenient when an atom moves along its axis between fixed neighbours.

If the hybrids keep the threefold symmetry but do not follow the bonds, assumption 2 fails. Equation (1) then still holds, provided that $A$ is read as the angle between the hybrids and not as the angle between the bonds.

## A dangling bond at the (111) silicon–oxide interface

The defect known as the P$_b$ centre is a threefold-bonded silicon atom of this kind. As an input to the example, set the lattice constant to $a=0.543$ nm, close to that of silicon. The bulk bond length is $a\sqrt3/4=0.2351$ nm. The three neighbours are $a/\sqrt2$ apart and form an equilateral triangle, so $R=a/\sqrt6=0.2217$ nm. The bulk height is one third of the bond length, 0.0784 nm.

Let the neighbours stay at their bulk sites while the central atom moves 0.010 nm towards their plane. This displacement is chosen for illustration and is not a measured relaxation. Then $h=0.0684$ nm, the bond length becomes $\sqrt{h^2+R^2}=0.2320$ nm, and (8) gives $\cos A=-0.3697$, or $A=111.70^\circ$. The s fractions are

$$b=\frac{0.3697}{1.3697}=0.270,\qquad f=\frac{1-2(0.3697)}{1.3697}=0.190 .$$

The height law gives the same value, $2(0.0684/0.2217)^2=0.190$. The model's dangling hybrid is thus 19% s and 81% p, compared with 25% and 75% before the displacement. The slope (5), multiplied by $\pi/180$ to convert it from radians to degrees, shows that one further degree of opening lowers $f$ by about 0.026.

### Strain and vibration

Suppose that strain changes the three angles to $A-2^\circ$, $A$ and $A+2^\circ$. Equation (9) gives $f=0.189$, a change of only $-0.001$. The reason is that $f$ is symmetric in the three angles, so at equal angles its first derivatives with respect to them are equal. Angle changes that add up to zero then cancel to first order.

A strain that opened all three angles together would not cancel in this way.

Vibration of the atom also changes $f$. Treat the height as a harmonic coordinate with the silicon mass and a rough vibrational energy of 30 meV, with the neighbours fixed. For a harmonic oscillator of mass $m$ and angular frequency $\omega$ at temperature $T$, the mean square displacement is $\sigma^2=\dfrac{\hbar}{2m\omega}\coth\dfrac{\hbar\omega}{2k_BT}$, zero-point motion included. At 300 K this gives an rms amplitude $\sigma=0.0069$ nm. Averaging (7) over a displacement of zero mean replaces $h^2$ by $h^2+\sigma^2$, so the mean s fraction rises by $2\sigma^2/R^2=0.002$. The first-order rms spread about the mean is $4h\sigma/R^2=0.038$, one fifth of $f$ itself.

### Comparison with a molecular-orbital calculation

The largest discrepancy found here concerns the hybrid picture itself. It was sized with the cluster Si(SiH₃)₃, cut from the lattice, with the missing silicon atoms replaced by hydrogen at 0.148 nm. The method was restricted open-shell Hartree–Fock with the 6-31G(d) basis. The central atom was moved and all other atoms were held fixed. The singly occupied orbital was resolved into orthogonalized intrinsic atomic orbitals, and the table gives the s share of its weight on the central atom. The third digit is not significant. For the undisplaced cluster, a triple-zeta basis on silicon changes 0.119 to 0.120, Mulliken and Löwdin populations give 0.125 and 0.114, and the PBE density functional gives 0.104.

| Displacement (nm) | $A$ | $f$, equation (1) | s share, cluster |
|---|---|---|---|
| 0.000 | 109.47° | 0.250 | 0.119 |
| 0.010 | 111.70° | 0.190 | 0.095 |
| 0.020 | 113.75° | 0.139 | 0.070 |

Both columns fall as the atom flattens, and by broadly similar proportions: 45% for the hybrid model and 41% for the cluster. The cluster figure depends on the population scheme; it is 40% with Löwdin and 34% with Mulliken populations. The absolute values differ by a factor of about two. Equation (1) therefore describes the trend in this cluster but is a poor estimate of the s content of its unpaired electron.

The two columns need not agree, because the dangling hybrid is not an energy eigenstate. Let $E_s$ and $E_p$ be the orbital energies of the atom, and neglect any matrix element of $H$ between its $s$ and $p$ orbitals. The coupling between $d$ and a bond hybrid along $\mathbf n_i$ is

$$\langle d|H|h_i\rangle=\sqrt{fb}\,E_s+\sqrt{(1-f)(1-b)}\,(\hat{\mathbf z}\cdot\mathbf n_i)\,E_p=\sqrt{fb}\,(E_s-E_p),$$

where the last step uses $\langle d|h_i\rangle=0$. Since $E_s\neq E_p$, the unpaired electron's orbital mixes with the bonds whenever $f$ and $b$ are both non-zero. This mixing does not by itself explain the missing s character. Suppose that each bond hybrid is coupled to one neighbour hybrid $t_i$ with the same energy as $d$, and that $d$ is not coupled to the neighbours directly. For a state at that energy, the equation for $t_i$ requires the coefficient of $h_i$ to vanish. The bonding and antibonding admixtures then cancel on the central atom and leave weight only on the neighbours, so the central part of the orbital is still $d$, with s fraction $f$. A lower s share needs something this simple model leaves out, such as unequal energies of $t_i$ and $d$, or direct coupling between $d$ and the neighbours. For a tetrahedral atom with rough tight-binding values ($E_s=-4.2$ eV, $E_p=1.7$ eV, bond coupling $-4.7$ eV), raising $t_i$ by 1 eV lowers the share from 0.25 to 0.18, and lowering it by 1 eV raises the share to 0.34. At equal energies, including the full nearest-neighbour coupling of the central s and p orbitals to the $t_i$ lowers the share to about 0.15. In the cluster, the unpaired electron's orbital remains well localized, with about 92% of its weight on the central atom in all three geometries. This figure also depends on the method: other population schemes give 88–94% in the same basis, and PBE gives 85% for the undisplaced cluster.

For real P$_b$ centres, electron spin resonance has been interpreted as showing an s share of roughly one tenth. That is nearer to the cluster values than to the 0.19 of the hybrid model. The closeness should not be over-read, since the cluster omits the oxide, electron correlation and the relaxation of the neighbours. An angle obtained by inserting a measured s share into (1) carries the same discrepancy: a share of 0.119 would give $\cos A=(f-1)/(f+2)=-0.416$, or about 115°, although the cluster with that share has backbonds at 109.5°. The full set of values is in the numerical output.

## Table of computed values

```
largest error of f(A) against null vector: 1.8e-15
tetrahedral angle: 109.471 deg
dangling s fraction, tetrahedral: 0.2500
dangling s fraction, planar: 0.0000
dangling s fraction, 90 deg: 1.0000
lattice constant (rough): 0.543 nm
bulk bond length: 0.2351 nm
neighbour distance from axis R: 0.2217 nm
bulk height: 0.0784 nm
chosen inward displacement: 0.010 nm
height h after displacement: 0.0684 nm
bond length after displacement: 0.2320 nm
cos A: -0.3697
backbond angle A: 111.70 deg
s fraction of each bond hybrid: 0.2699
s fraction of dangling hybrid: 0.1903
p fraction of dangling hybrid: 0.8097
slope df/dA: -0.0259 per deg
strain: angle spread +/- 2.0 deg
strain: dangling s fraction: 0.1892
strain: change of s fraction: -0.00104
vibration: temperature 300 K
vibration: mode energy (rough) 30 meV
vibration: silicon mass 28.085 u
vibration: rms height amplitude 0.00689 nm
vibration: mean shift of s fraction +0.00193
vibration: first-order rms spread of s fraction 0.0383
cluster: fixed Si-H bond length 0.148 nm
cluster, displacement 0.000 nm: A = 109.47 deg
  hybrid-model s fraction: 0.2500
  ROHF s share on central atom: 0.1190
  ROHF minus hybrid model: -0.1310
  ROHF orbital weight on central atom: 0.9194
cluster, displacement 0.010 nm: A = 111.70 deg
  hybrid-model s fraction: 0.1903
  ROHF s share on central atom: 0.0950
  ROHF minus hybrid model: -0.0953
  ROHF orbital weight on central atom: 0.9197
cluster, displacement 0.020 nm: A = 113.75 deg
  hybrid-model s fraction: 0.1387
  ROHF s share on central atom: 0.0700
  ROHF minus hybrid model: -0.0687
  ROHF orbital weight on central atom: 0.9182
```
